# Steady Drift-Diffusion Flux of Ions Through a Biased Dielectric Slab

Copper ions that enter a dielectric film from an electrode are carried by the field and also spread by diffusion. Estimates that treat these two motions separately fail when the energy an ion gains from the voltage is comparable with $kT$. The drift estimate $vc_0$ gives no flux at zero bias, although ions still diffuse towards an exit that removes them. Under an opposing bias it even has the wrong sign. The diffusion estimate $Dc_0/L$ misses the whole effect of the voltage. Adding the two does not give the right flux in general either: at 0.10 V and 200 °C the sum is 3.45 in units of $Dc_0/L$, whereas the correct flux is 2.68. The drift changes the concentration gradient, so the diffusive part must be found together with the drift.

## The transport problem

Let the slab occupy $0<x<L$, with the ion source at $x=0$ and the exit at $x=L$. The concentration $c(x,t)$ is a number per volume, and the flux $j$ is counted positive towards the exit:

$$j=vc-D\frac{\partial c}{\partial x}. \tag{1}$$

The drift velocity $v$ and the diffusion coefficient $D$ are constants. This requires a uniform film, a uniform field and ions too dilute to disturb either the field or one another. No ion is trapped or neutralised inside the slab, so

$$\frac{\partial c}{\partial t}=-\frac{\partial j}{\partial x}. \tag{2}$$

The source maintains a fixed concentration and the exit removes every ion that reaches it:

$$c(0)=c_0,\qquad c(L)=0. \tag{3}$$

The first condition assumes that the source replaces departing ions fast enough. The second describes a perfect sink, not merely the end of the film.

The algebra uses atomic units, in which the elementary charge is one, and $kT$ is an energy. An ion of charge $Z$ in a field $F$ directed towards the exit has potential energy $U=-ZFx$. In equilibrium between impermeable walls its concentration is proportional to $e^{-U/kT}=e^{ZFx/kT}$ and its flux vanishes. Equation (1) then reads $0=vc-D(ZF/kT)c$, which gives the Einstein relation

$$v=\frac{ZFD}{kT},\qquad P\equiv\frac{vL}{D}=\frac{ZV}{kT},\qquad V=FL. \tag{4}$$

The number $P$ is thus the energy gained across the slab, measured in units of $kT$. It does not depend on how fast the ions move.

## The steady flux and the profile

In the steady state the left side of (2) is zero, so $j$ has the same value $J$ at every $x$. Dividing (1) by $-D$ and rearranging gives

$$\frac{dc}{dx}-\frac vD c=-\frac JD.$$

Multiplication by $e^{-vx/D}$ turns the left side into the derivative of a product:

$$\frac{d}{dx}\left(c\,e^{-vx/D}\right)=-\frac JD e^{-vx/D}. \tag{5}$$

Integrate from $0$ to $L$. The left side gives $0-c_0$ by (3). On the right, the integral of the exponential is $(D/v)(1-e^{-P})$. Hence $-c_0=-(J/v)(1-e^{-P})$, or

$$J=\frac{vc_0}{1-e^{-vL/D}}. \tag{6}$$

No sign of $v$ was assumed. For negative $v$ both numerator and denominator are negative, so the flux remains positive.

Integrating (5) from $x$ to $L$ instead gives

$$-c(x)e^{-vx/D}=-\frac Jv\left(e^{-vx/D}-e^{-P}\right).$$

Multiplying by $-e^{vx/D}$ yields the profile

$$c(x)=\frac Jv\left[1-e^{-v(L-x)/D}\right]
=c_0\frac{1-e^{-v(L-x)/D}}{1-e^{-P}}. \tag{7}$$

Under strong forward bias the concentration stays close to $c_0$ through most of the slab and falls to zero in an exit layer of thickness about $D/v$. At the exit $c=0$, so diffusion carries the whole flux there. At the entrance the diffusive part is

$$J-vc_0=vc_0\frac{e^{-P}}{1-e^{-P}}=\frac{vc_0}{e^P-1}. \tag{8}$$

A central-difference solution of the steady problem with 2000 cells, at six values of $P$ from $-4$ to $12$, agrees with (6) to a relative error of at most $1.4\times10^{-6}$.

## Weak, strong and opposing bias

For small $P$, expansion of the denominator gives $1-e^{-P}=P(1-P/2+\cdots)$. Since $v=PD/L$,

$$J=\frac{Dc_0}{L}\left(1+\frac P2+\cdots\right)
=\frac{Dc_0}{L}+\frac{vc_0}{2}+\cdots. \tag{9}$$

The factor one half has a direct meaning. At zero bias the profile is a straight line with mean concentration $c_0/2$, and a weak drift acts on that mean. Averaging (1) over the slab confirms this: the diffusive term averages to $Dc_0/L$ whatever the profile, and the drift term to $v$ times the mean concentration.

For large positive $P$ the exponential in (6) is negligible and $J\to vc_0$. By (8), the relative excess over $vc_0$ is $1/(e^P-1)$. It is below one per cent when $P>\ln101\approx4.6$.

For an opposing bias, replace $v>0$ by $-v$ in (6):

$$J(-v)=\frac{-vc_0}{1-e^P}=\frac{vc_0}{e^P-1}. \tag{10}$$

The ions must now climb a potential hill, and for large $P$ the flux falls as $Pe^{-P}$. Dividing (6) by (10), with $c_0$ and $D$ held fixed, gives

$$\frac{J(v)}{J(-v)}=\frac{e^P-1}{1-e^{-P}}=e^P. \tag{11}$$

Reversing the bias therefore changes the size of the flux but not its direction. The source is still at the entrance and the sink still at the exit.

## An exit that removes ions slowly

Suppose that the exit removes ions at a rate proportional to their concentration, $J=s\,c(L)$, where $s$ is a removal velocity. Integration of (5) across the slab now has the upper boundary value $J/s$:

$$\frac Js e^{-P}-c_0=-\frac Jv(1-e^{-P}).$$

Collecting the terms in $J$ gives

$$J=\frac{vc_0}{1-(1-v/s)e^{-P}}. \tag{12}$$

As $s\to\infty$ this returns (6). As $v\to0$ the denominator tends to $v/s+vL/D$, so $J=c_0/(1/s+L/D)$: removal and diffusion act as resistances in series.

Under strong forward bias the term $v/s$ in (12) is multiplied by the very small factor $e^{-P}$. The exit then has little influence on the steady flux unless $s$ is as small as about $ve^{-P}$. A slow exit does, however, raise the local concentration to $J/s$. Filling this layer delays the steady state, and the charge of these ions may invalidate the uniform field before (12) predicts a reduced flux. If $s=0$, the exit blocks the ions and the steady flux is zero.

## The time needed to reach steady flow

A steady formula is useful only if the experiment lasts long enough. Let the slab be empty at $t=0$, with the perfect sink of (3), and let $c_s(x)$ denote the steady profile (7). Define the accumulated deficits

$$u(x)=\int_0^\infty(c_s-c)\,dt,\qquad
G(x)=\int_0^\infty(J-j)\,dt.$$

Subtracting (1) from its steady form and integrating over time gives $G=vu-Du'$. Both $c$ and $c_s$ obey (3), so $u(0)=u(L)=0$. Equation (2) can be written $\partial c/\partial t=\partial(J-j)/\partial x$. Its time integral is

$$\frac{dG}{dx}=c_s(x), \tag{13}$$

because the concentration rises from zero to $c_s$. The amount collected at the exit approaches $Jt-G(L)=J(t-t_{\rm lag})$, which defines $t_{\rm lag}=G(L)/J$.

To find $G(L)$ without solving for $u$, multiply (13) by

$$w(x)=\frac{1-e^{-vx/D}}{1-e^{-P}},$$

which satisfies $vw'+Dw''=0$, $w(0)=0$ and $w(L)=1$. Two integrations by parts give

$$\int_0^L wc_s\,dx=G(L)-\int_0^L w'(vu-Du')\,dx$$
$$=G(L)+D[w'u]_0^L-\int_0^L u(vw'+Dw'')\,dx=G(L).$$

The boundary term vanishes because $u$ does, and the last integral vanishes by the choice of $w$. Inserting (7) and dividing by $J$,

$$t_{\rm lag}=\frac{1}{v(1-e^{-P})}\int_0^L
\left[1-e^{-vx/D}-e^{-v(L-x)/D}+e^{-P}\right]dx.$$

The constants contribute $L(1+e^{-P})$, and each exponential contributes $-(D/v)(1-e^{-P})$. Therefore

$$t_{\rm lag}=\frac Lv\left[\coth\frac P2-\frac2P\right]. \tag{14}$$

For small $P$, $\coth(P/2)=2/P+P/6+\cdots$, so $t_{\rm lag}\to L^2/(6D)$. For large $P$ it approaches the transit time $L/v$, reduced by the fraction $2/P$. Direct time stepping from an empty slab at $P=-2$, $0$ and $3$ agrees with (14) within 0.2 per cent.

## A field that is not uniform

The uniform-field result can be extended to a general potential energy $U(x)$. The local drift velocity is $-DU'/kT$, so (1) becomes

$$J=-D\left(c'+\frac{U'}{kT}c\right)
=-De^{-U/kT}\frac{d}{dx}\left(c\,e^{U/kT}\right).$$

Multiply by $e^{U/kT}$ and integrate across the slab, using (3):

$$J=\frac{Dc_0e^{U(0)/kT}}{\int_0^L e^{U(x)/kT}\,dx}. \tag{15}$$

With $U=-ZFx$ the integral is $(D/v)(1-e^{-P})$ and (6) returns. Regions of high potential energy dominate the integral and limit the flux.

One application is the charge of the ions themselves. Poisson's equation is $dF/dx=4\pi Zc/\kappa$ in atomic units, where $\kappa$ is the relative permittivity. For nearly uniform $c=c_0$ at fixed voltage, the field rises linearly about its mean $V/L$. At the entrance it is lower than the mean by $2\pi Zc_0L/\kappa$. Under strong forward bias the entrance field sets the flux, because $J\approx v(0)c_0$, so the relative loss is approximately $2\pi Zc_0L^2/(\kappa V)$. This estimate requires the loss to be small.

A second application is the attraction between an ion and its image in the entrance electrode:

$$U(x)=-ZFx-\frac{Z^2}{4\kappa x}. \tag{16}$$

Setting $U'=0$ places the top of the barrier at $x_m=\sqrt{Z/(4\kappa F)}$, where $U=-\Delta$ with $\Delta=2ZFx_m$. Now the meaning of $c_0$ matters. Let it be the concentration that the source would maintain far from the electrode without a field, where $U=0$. Equilibrium with the source then means that $c\,e^{U/kT}\to c_0$ at the entrance, and this replaces the numerator factor $c_0e^{U(0)/kT}$ in (15).

Write $\beta=ZF/kT=v/D$, $\ell=Z^2/(4\kappa kT)$ and $z=2\sqrt{\beta\ell}=\Delta/kT$. For a slab much thicker than both $1/\beta$ and $x_m$, the upper limit may be taken to infinity. The substitution $x=\sqrt{\ell/\beta}\,e^y$ gives $\beta x+\ell/x=z\cosh y$, and hence

$$\int_0^\infty e^{-\beta x-\ell/x}dx
=\sqrt{\frac\ell\beta}\int_{-\infty}^{\infty}e^y e^{-z\cosh y}dy
=\frac z\beta K_1(z).$$

Here $K_1(z)=\int_0^\infty\cosh y\,e^{-z\cosh y}dy$ is a modified Bessel function. The flux becomes

$$J=\frac{vc_0}{zK_1(z)}. \tag{17}$$

If $c_0$ instead denotes the concentration just beyond the image region under the actual bias, the enhancement is already contained in $c_0$ and must not be applied again.

## Motion by discrete hops

Ions in a solid move between sites. Take $N=L/a$ hops of length $a$, with forward and backward rates $p=(D/a^2)e^{g/2}$ and $r=(D/a^2)e^{-g/2}$, where $g=ZFa/kT$ and $D$ is the zero-field coefficient. The flux from site $n$ to the next is $J=a(pc_n-rc_{n+1})$. With $\rho=r/p=e^{-g}$, multiplication by $\rho^n/(ap)$ gives

$$\frac{J}{ap}\rho^n=\rho^nc_n-\rho^{n+1}c_{n+1}.$$

In the sum from $n=0$ to $N-1$ the right side telescopes to $c_0$, because $c_N=0$. The geometric sum on the left is $(1-\rho^N)/(1-\rho)$. Thus

$$J=\frac{ac_0(p-r)}{1-\rho^N}
=\frac{2Dc_0}{a}\frac{\sinh(g/2)}{1-e^{-ZV/kT}}. \tag{18}$$

In this model the voltage exponent is unchanged at high field, because $Ng=ZV/kT$. The prefactor is the low-field drift flux $vc_0$ multiplied by the factor $\sinh(g/2)/(g/2)$.

## Copper ions in a low-k film

Consider singly charged copper ions in a 20 nm silica-like film at 1.0 V and 200 °C. The field is 0.50 MV/cm. Take $D=1.0\times10^{-17}$ cm²/s, $\kappa=3.0$ and $a=0.5$ nm as rough values, and choose a dilute entrance concentration $c_0=1.0\times10^{16}$ cm⁻³.

With $kT=0.04077$ eV, equation (4) gives $P=1.0/0.04077=24.5$. The drift velocity is

$$v=\frac{(1.0\times10^{-17})(5.0\times10^5)}{0.04077}
=1.23\times10^{-10}\ {\rm cm/s}.$$

Since $e^{-P}=2.2\times10^{-11}$, the flux is $vc_0=1.23\times10^6$ ions/(cm² s). Over one day of steady flow this carries 0.017 µC/cm². The exit layer $D/v$ is 0.82 nm thick, or about 1.6 hops, so only one or two ion sites lie within it.

The transit time is $1.63\times10^4$ s. Equation (14) reduces it by the fraction $2/24.5$, to a lag of $1.50\times10^4$ s, or 4.2 h. A test of one hour would not measure the steady flux.

The crossover appears at much smaller voltages. At 0.10 V, $P=2.45$ and the flux is $1.34\times10^5$ ions/(cm² s). At $-0.10$ V it is $1.15\times10^4$ in the same unit. Their ratio is 11.6, equal to $e^{2.45}$ as (11) requires. At 0.20 V the flux given by (6) already exceeds pure drift by less than one per cent. These values leave out the ions' own charge, which by itself lowers the fluxes at these three voltages by about one to three per cent. They also leave out the image force discussed below, which matters much more if $c_0$ is the field-free concentration: with images in two metal electrodes it raises these fluxes by factors of about 2.4 to 3.1.

At 105 °C, with voltage and $c_0$ held fixed and a rough activation energy of 0.9 eV, $D$ falls to $3.9\times10^{-20}$ cm²/s. The flux falls to $6.0\times10^3$ ions/(cm² s), a factor of about 205. This is less than the factor 256 in $D$, because the mobility $D/kT$ contains the lower temperature. The lag becomes 36 days. These values leave out the image force discussed below, whose effect grows on cooling: if $c_0$ is the field-free concentration, the flux falls by a factor of only about 87. This figure is for the image force alone. It omits the ions' own charge, which is no longer a small effect once the image force has raised the concentration.

The neglected effects differ greatly in size at the 200 °C operating point. A self-consistent solution with Poisson's equation gives 0.989 of the ideal flux, in line with the estimated loss of 1.2 per cent. At ten times the concentration the fraction is 0.90. Both values treat the ions as a smooth charge. At $c_0$ their mean spacing is about 46 nm, more than the film thickness, so these values show the size of the effect rather than its precise amount. Discrete hopping, with $g=0.61$, raises the flux by 1.6 per cent. An exit with $s=v/100$ lowers it by a relative amount of only $2\times10^{-9}$ in (12), but that figure omits the field of the ions gathered at $100c_0$ near the exit. With that field the smooth-charge loss rises from 1.1 to about 1.5 per cent, and filling the layer lengthens the lag from 4.2 h to about 23 h.

The image force is the largest correction among those computed. The barrier top lies 1.55 nm from the electrode and is lowered by 0.155 eV, so $z=3.80$. If $c_0$ is the field-free concentration, (17) multiplies the flux by about 17. This is smaller than $e^z\approx45$ for the following reason. The integral in (15) can be written as the largest value of its integrand times an effective width. Without the image force the largest value is 1 and the width is $1/\beta$. With it the largest value is $e^{-z}$, but the width is $e^z zK_1(z)/\beta$, about 2.7 times larger. The larger flux also means a higher ion concentration beyond the barrier, so the space-charge loss is then about one third instead of the one per cent found for $c_0$. With the ions treated as a smooth charge, the two effects together multiply the flux by about 11, and they cannot be treated as independent. The top is about three hops from the metal, so continuum electrostatics gives the size of this factor rather than a precise value.

In real interconnects, a film tens of nanometres thick and a voltage near 1 V are reasonable scales, while 200 °C represents an accelerated test. The field is about one tenth of a rough breakdown field of 5 MV/cm. Diffusion coefficients vary strongly with film composition, porosity and moisture; at fixed $c_0$, temperature and voltage, the calculated flux is proportional to $D$. The chosen $c_0$ is deliberately dilute and is not a measured solubility. A metal barrier layer between copper and dielectric can limit the supply, so that $c_0$ is no longer fixed. An exit interface can also block ions instead of removing them, in which case charge accumulates and the steady flux tends to zero. The example therefore gives the transport rate for a stated supply and sink, not a device lifetime. The numerical output below lists the full voltage sweep and the remaining estimates.

## Computed values

```
worst relative flux error in tests: 1.4e-06
thickness: 20 nm
voltage: 1.0 V
field: 0.50 MV/cm
test temperature: 473.15 K
kT at test: 0.04077 eV
D at test: 1.0e-17 cm2/s
activation energy: 0.9 eV
entrance concentration c0: 1.0e+16 cm^-3
relative permittivity: 3.0
hop length: 0.5 nm
drift velocity: 1.226e-10 cm/s
P = vL/D: 24.53
exp(-P): 2.23e-11
exit layer D/v: 0.815 nm
steady flux: 1.226e+06 ions/(cm2 s)
ionic charge per day: 0.0170 uC/cm2
transit time L/v: 1.631e+04 s
lag time: 1.498e+04 s = 4.16 h
sweep: V (V), P, flux (ions/(cm2 s)), flux/(D c0/L)
  -0.10  -2.453 1.155e+04 0.2310
  -0.04  -0.981 2.942e+04 0.5884
   0.00   0.000 5.000e+04 1.0000
   0.04   0.981 7.847e+04 1.5695
   0.10   2.453 1.342e+05 2.6836
   0.20   4.905 2.471e+05 4.9418
   1.00  24.526 1.226e+06 24.5261
lag at zero bias: 6.667e+04 s
use temperature: 378.15 K
D at use: 3.91e-20 cm2/s
P at use: 30.69
flux at use, same c0: 5.993e+03 ions/(cm2 s)
lag at use: 3.120e+06 s = 36.1 days
neglected effects at test (flux factor = new/ideal)
space charge, c0: flux factor 0.9891
space charge, 10 c0: flux factor 0.8992
image barrier position: 1.55 nm
image barrier lowering: 0.155 eV
lowering/kT: 3.80
image force: flux factor 16.7
energy drop per hop/kT: 0.613
high-field hopping: flux factor 1.0157
exit removal at v/100: relative flux loss 2.2e-09
site filling c0 a^3: 1.2e-06
Cu thermal wavelength: 0.0101 nm
rough breakdown field: 5.0 MV/cm
field/breakdown: 0.10
```
